**Critical Yukawa screening by zero-energy integration, and the threshold laws for s and l > 0 levels**

For H = −½∇² − e^(−λr)/r in atomic units, with x = λr and g = 2/λ, the zero-energy radial solution tends to A x^(l+1) + B x^(−l), and a level disappears at λc = 2/g_c where A(g_c) = 0. With d = λc − λ and the threshold integrals I = ∫e^(−x)u², J = ∫e^(−x)u²/x, N = ∫u², the laws are E = −c²d²/2 with c = 2I/(λc B²) for l = 0, and E = −a d with a = I/N for l ≥ 1, multiplied by 1 + √(2ad) B²/(λc N) for l = 1. The program finds g_c by a series start, fourth-order Runge–Kutta integration and Brent's method, and asserts agreement with a Galerkin eigenproblem matched to the free decaying solution, which also supplies the exact energies. It further asserts that node counts equal the bound-state counts of a box diagonalization, that box and matched energies agree at λ = 1, the fourth-order step error, the cutoff shift g_c B² E1(X)/J, the slope dA/dg = −J/((2l+1)B), I = J, the effective-range correction for s levels, the square-root correction for 2p and a linear correction for 3d. The output gives λc = 1.190612, 0.310209, 0.220217 and 0.091345 a0⁻¹ for 1s, 2s, 2p and 3d. The local exponents of E(d) are 2.0000, 2.0000, 1.0046 and 1.0002, and at d/λc = 10⁻² the exact 2p energy is still 1.17 times the linear law.

## Program and output

```python
# Yukawa hydrogen, atomic units: H = -1/2 Laplacian - exp(-lam r)/r.  x = lam r, g = 2/lam,
# E = -kappa^2/2, k = kappa/lam:  u'' = [l(l+1)/x^2 - g exp(-x)/x + k^2] u.
# At k = 0, u -> A x^(l+1) + B x^(-l); critical screening lam_c = 2/g_c where A(g_c) = 0.
# At g_c: I = int exp(-x) u^2, J = int exp(-x) u^2/x, N = int u^2;  d = lam_c - lam.
# Under test: lam_c(1s) = 1.1906; l = 0: E = -c^2 d^2/2, c = 2I/(lam_c B^2);
# l >= 1: E = -a d, a = I/N; l = 1 correction factor 1 + sqrt(2 a d) B^2/(lam_c N).
import numpy as np
from math import factorial, sqrt, log, log10
from numpy.polynomial.legendre import leggauss, legvander
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.integrate import simpson, quad
from scipy.special import exp1, spherical_kn
from scipy.constants import physical_constants as pc
X0, XMAX, H = 0.5, 40.0, 0.005
bohr_A = pc['Bohr radius'][0]*1e10
hartree_eV = pc['Hartree energy in eV'][0]

def coeffs(g, l, nt=45):
    a = [1.0]
    for n in range(1, nt):
        s = sum((-1)**j/factorial(j)*a[n-1-j] for j in range(n))
        a.append(-g*s/(n*(n+2*l+1)))
    return a
def series(g, l, x):
    a = coeffs(g, l)
    return (sum(c*x**(n+l+1) for n, c in enumerate(a)),
            sum(c*(n+l+1)*x**(n+l) for n, c in enumerate(a)))
def shoot(g, l, h=H, X=XMAX):          # zero-energy fourth-order Runge-Kutta
    n = int(round((X-X0)/h)); xs = X0+h*np.arange(n+1)
    q = lambda x: l*(l+1)/x**2-g*np.exp(-x)/x
    qn, qm = q(xs).tolist(), q(xs[:-1]+h/2).tolist()
    u, v = series(g, l, X0); us = [u]
    for i in range(n):
        b1 = qn[i]*u
        a2 = v+h/2*b1; b2 = qm[i]*(u+h/2*v)
        a3 = v+h/2*b2; b3 = qm[i]*(u+h/2*a2)
        a4 = v+h*b3; b4 = qn[i+1]*(u+h*a3)
        u, v = u+h/6*(v+2*a2+2*a3+a4), v+h/6*(b1+2*b2+2*b3+b4)
        us.append(u)
    x = xs[-1]
    return (x*v+l*u)/((2*l+1)*x**(l+1)), ((l+1)*u-x*v)*x**l/(2*l+1), xs, np.array(us)
def brackets(l):
    gs = np.arange(0.5, 24.1, 0.5); A = [shoot(g, l, 0.05)[0] for g in gs]
    return [(gs[i], gs[i+1]) for i in range(len(gs)-1) if A[i]*A[i+1] < 0]
def root(l, br, h=H, X=XMAX):
    return brentq(lambda g: shoot(g, l, h, X)[0], br[0], br[1], xtol=1e-14)
def nodes(g, l):
    A, B, xs, us = shoot(g, l)
    w = np.concatenate([series(g, l, np.linspace(1e-3, X0, 400))[0], us])
    return int(np.sum(w[1:]*w[:-1] < 0))+int(A*us[-1] < 0)
def integrals(g, l):
    A, B, xs, us = shoot(g, l)
    t, w = leggauss(30); xi = X0*(t+1)/2; wi = w*X0/2; ui = series(g, l, xi)[0]
    f = lambda F: float(wi@F(xi, ui)+simpson(F(xs, us), x=xs))
    I = f(lambda x, u: np.exp(-x)*u*u); J = f(lambda x, u: np.exp(-x)*u*u/x)
    if l == 0:
        return B, I, J, 2*f(lambda x, u: 1-u*u/B**2)                    # last: r0
    return B, I, J, f(lambda x, u: u*u)+B*B*XMAX**(1-2*l)/(2*l-1)       # last: N

def basis(L, nb, nq):                  # integrated Legendre polynomials, zero at origin
    t, w = leggauss(nq); x = L*(t+1)/2; P = legvander(t, nb)
    F = [x]+[L/2*(P[:, n+1]-P[:, n-1])/(2*n+1) for n in range(1, nb)]
    s = np.sqrt((2*np.arange(nb)+1)/L)
    F = np.array(F).T*s; D = P[:, :nb]*s; w = w*L/2
    return D.T@(w[:, None]*D), (lambda f: F.T@((w*f(x))[:, None]*F))
T, mat = basis(XMAX, 90, 260)
C, S, M = mat(lambda x: x**-2.0), mat(np.ones_like), mat(lambda x: np.exp(-x)/x)
def logder(l, k):                      # u'/u of the free decaying solution at XMAX
    y = k*XMAX
    c = [factorial(l+j)/(factorial(j)*factorial(l-j)*2**j)*y**(l-j) for j in range(l+1)]
    return -k-sum(j*cj for j, cj in enumerate(c))/sum(c)/XMAX
for l in range(3):
    ref = 1/XMAX+0.1*spherical_kn(l, 4.0, derivative=True)/spherical_kn(l, 4.0)
    assert abs(logder(l, 0.1)-ref) < 1e-12
def lam_of_k(l, nr, k):                # Galerkin eigenvalues are 1/g = lam/2
    K = T+l*(l+1)*C+k*k*S; K[0, 0] -= logder(l, k)*XMAX
    return 2*eigh(M, K, eigvals_only=True)[-1-nr]
def k_exact(l, nr, lam):
    return brentq(lambda k: lam_of_k(l, nr, k)-lam, 0.0, 2.0, xtol=1e-14, maxiter=300)
def box_levels(lam, l, R, nb):         # plain diagonalization of H, hard wall at R
    Tb, mb = basis(R, nb, 400)
    Hm = Tb/2+mb(lambda r: l*(l+1)/(2*r*r)-np.exp(-lam*r)/r)
    return eigh(Hm[1:, 1:], mb(np.ones_like)[1:, 1:], eigvals_only=True)

print(f"x0={X0}, X={XMAX}, h={H} (x, g, A, B, I, J, N, r0 dimensionless)")
a_ = coeffs(1.7, 0); u0, v0 = series(1.7, 0, X0)
print(f"g=1.7 l=0: a1={a_[1]:.6f} a2={a_[2]:.6f} a3={a_[3]:.6f} u(x0)={u0:.8f} u'(x0)={v0:.8f}")
for g in (1.5, 1.6, 1.7, 1.8, 2.0):
    A, B = shoot(g, 0)[:2]
    print(f"l=0 g={g}: A={A:+.8f} B={B:.8f} nodes={nodes(g, 0)}")
br = {l: brackets(l) for l in range(3)}
g_ref = 2/lam_of_k(0, 0, 0.0)
errs = [root(0, br[0][0], h)-g_ref for h in (0.1, 0.05, 0.025)]
order = log(abs(errs[1]/errs[2]))/log(2)
print("1s g_c error, h=0.1,0.05,0.025: "+" ".join(f"{e:+.2e}" for e in errs)+f" order={order:.2f}")
assert 3.5 < order < 4.5
for lam in (0.2, 0.1):
    nn = [nodes(2/lam, l) for l in range(3)]
    nb = [int(np.sum(box_levels(lam, l, 400.0, 160) < 0)) for l in range(3)]
    print(f"lam={lam} 1/a0: nodes s,p,d={nn}  box bound states={nb}")
    assert nn == nb
E1, Eb = -0.5*k_exact(0, 0, 1.0)**2, box_levels(1.0, 0, 200.0, 140)[0]
print(f"1s lam=1 1/a0: E matched={E1:.10f} box={Eb:.10f} Eh")
assert abs(E1-Eb) < 1e-9
tf = lambda y: np.exp(-y)/y+np.expm1(-y)/y**2
tail = quad(tf, 0, 1)[0]+quad(tf, 1, np.inf)[0]
print(f"p-wave tail integral={tail:.8f}")
assert abs(tail+1) < 1e-7

for name, l, nr in (("1s", 0, 0), ("2s", 0, 1), ("2p", 1, 0), ("3d", 2, 0)):
    gc = root(l, br[l][nr]); lc = 2/gc; lcG = lam_of_k(l, nr, 0.0)
    print(f"{name}: g_c={gc:.8f} lam_c RK4={lc:.9f} Galerkin={lcG:.9f} 1/a0")
    assert abs(lc/lcG-1) < 1e-7
    assert nodes(gc-0.01, l) == nr and nodes(gc+0.01, l) == nr+1
    B, I, J, Z = integrals(gc, l)
    print(f"  B={B:.7f} I={I:.7e} J={J:.7e} {'r0' if l == 0 else 'N'}={Z:.7e}")
    assert abs(I/J-1) < 1e-6
    dA = (shoot(gc+1e-4, l)[0]-shoot(gc-1e-4, l)[0])/2e-4; dAf = -J/((2*l+1)*B)
    assert abs(dA/dAf-1) < 1e-5
    co = 2*I/(lc*B*B) if l == 0 else I/Z
    lab = f"c={co:.7f}, c^2/2={co*co/2:.7f} Eh a0^2" if l == 0 else f"a={co:.7f} Eh a0"
    print(f"  dA/dg numeric={dA:.6e} formula={dAf:.6e}; {lab}")
    Es, Rs = [], []
    for eps in (1e-2, 1e-3, 1e-4, 1e-5):
        d = eps*lcG; lam = lcG-d; E = -0.5*(lam*k_exact(l, nr, lam))**2
        law = -0.5*(co*d)**2 if l == 0 else -co*d
        Es.append(E); Rs.append(E/law)
        print(f"  d={d:.4e} 1/a0: E={E:.6e} law={law:.6e} Eh ratio={E/law:.6f}")
    p = log10(Es[2]/Es[3]); pc_ = log10(abs((Rs[2]-1)/(Rs[3]-1)))
    print(f"  local exponent of E={p:.4f}, of (ratio-1)={pc_:.3f}")
    assert abs(p-(2 if l == 0 else 1)) < 0.02
    if l == 0:
        assert abs(Rs[2]-1) < 3e-3 and abs(Rs[3]-1) < 3e-4
        lam = lcG*(1-1e-3); A2, B2 = shoot(2/lam, 0)[:2]; al = -A2/B2; k = k_exact(0, nr, lam)
        print(f"  d/lam_c=1e-3: 1/a_s={al:.7e} +r0 term={al+Z*al*al/2:.7e} exact k={k:.7e}")
        assert abs((k-al)/(Z*al*al/2)-1) < 0.05
    if l == 1:
        beta = sqrt(2*co)*B*B/(lc*Z); d = 1e-6*lcG
        R = 0.5*((lcG-d)*k_exact(1, 0, lcG-d))**2/(co*d)
        print(f"  sqrt coefficient={beta:.5f} a0^0.5; d/lam_c=1e-6: ratio-1={R-1:.5e} formula={beta*sqrt(d):.5e}")
        print(f"  d/lam_c=1e-2, 1e-3 corrected ratio={1+beta*sqrt(1e-2*lc):.5f}, {1+beta*sqrt(1e-3*lc):.5f}")
        assert abs((R-1)/(beta*sqrt(d))-1) < 0.03 and abs(pc_-0.5) < 0.06
    if l == 2:
        assert abs(Rs[3]-1) < 3e-4 and 0.8 < pc_ < 1.2
    if name == "1s":
        assert abs(lc-1.1906) < 5e-5
        sh = root(0, br[0][0], H, 10.0)-gc; shf = gc*B*B*exp1(10.0)/J
        print(f"  cutoff X=10: E1={exp1(10.0):.5e} shift of g_c={sh:.5e} formula={shf:.5e}")
        assert abs(sh/shf-1) < 1e-3
        print(f"  lam_c={lc/bohr_A:.6f} 1/A; 1/lam_c={1/lc:.7f} a0 = {bohr_A/lc:.6f} A")
    if name in ("1s", "2p"):
        print(f"  E at d/lam_c=1e-2: {Es[0]*hartree_eV*1e3:.4f} meV")
print("verified")
```

Running it gives:

```
x0=0.5, X=40.0, h=0.005 (x, g, A, B, I, J, N, r0 dimensionless)
g=1.7 l=0: a1=-0.850000 a2=0.524167 a3=-0.265507 u(x0)=0.33947771 u'(x0)=0.43984201
l=0 g=1.5: A=+0.05596126 B=0.64987050 nodes=0
l=0 g=1.6: A=+0.02370493 B=0.65036535 nodes=0
l=0 g=1.7: A=-0.00572093 B=0.64744050 nodes=1
l=0 g=1.8: A=-0.03246481 B=0.64137012 nodes=1
l=0 g=2.0: A=-0.07847237 B=0.62082478 nodes=1
1s g_c error, h=0.1,0.05,0.025: +2.82e-06 +1.77e-07 +1.11e-08 order=4.00
lam=0.2 1/a0: nodes s,p,d=[2, 1, 0]  box bound states=[2, 1, 0]
lam=0.1 1/a0: nodes s,p,d=[3, 2, 0]  box bound states=[3, 2, 0]
1s lam=1 1/a0: E matched=-0.0102857900 box=-0.0102857900 Eh
p-wave tail integral=-1.00000000
1s: g_c=1.67980777 lam_c RK4=1.190612421 Galerkin=1.190612421 1/a0
  B=0.6482932 I=1.8544449e-01 J=1.8544449e-01 r0=2.1200424e+00
  dA/dg numeric=-2.860503e-01 formula=-2.860503e-01; c=0.7411918, c^2/2=0.2746826 Eh a0^2
  d=1.1906e-02 1/a0: E=-3.900876e-05 law=-3.893785e-05 Eh ratio=1.001821
  d=1.1906e-03 1/a0: E=-3.894492e-07 law=-3.893785e-07 Eh ratio=1.000182
  d=1.1906e-04 1/a0: E=-3.893856e-09 law=-3.893785e-09 Eh ratio=1.000018
  d=1.1906e-05 1/a0: E=-3.893792e-11 law=-3.893785e-11 Eh ratio=1.000002
  local exponent of E=2.0000, of (ratio-1)=1.000
  d/lam_c=1e-3: 1/a_s=7.4141824e-04 +r0 term=7.4200093e-04 exact k=7.4200106e-04
  cutoff X=10: E1=4.15697e-06 shift of g_c=1.58248e-05 formula=1.58258e-05
  lam_c=2.249931 1/A; 1/lam_c=0.8399039 a0 = 0.444458 A
  E at d/lam_c=1e-2: -1.0615 meV
2s: g_c=6.44726032 lam_c RK4=0.310209283 Galerkin=0.310209283 1/a0
  B=-0.3463745 I=2.4506867e-02 J=2.4506867e-02 r0=3.9618108e+00
  dA/dg numeric=7.075251e-02 formula=7.075251e-02; c=1.3169557, c^2/2=0.8671861 Eh a0^2
  d=3.1021e-03 1/a0: E=-8.378995e-06 law=-8.344914e-06 Eh ratio=1.004084
  d=3.1021e-04 1/a0: E=-8.348321e-08 law=-8.344914e-08 Eh ratio=1.000408
  d=3.1021e-05 1/a0: E=-8.345255e-10 law=-8.344914e-10 Eh ratio=1.000041
  d=3.1021e-06 1/a0: E=-8.344949e-12 law=-8.344914e-12 Eh ratio=1.000004
  local exponent of E=2.0000, of (ratio-1)=1.000
  d/lam_c=1e-3: 1/a_s=1.3151115e-03 +r0 term=1.3185375e-03 exact k=1.3185430e-03
2p: g_c=9.08195896 lam_c RK4=0.220216807 Galerkin=0.220216807 1/a0
  B=0.3646532 I=1.1511252e-02 J=1.1511252e-02 N=9.1347607e-02
  dA/dg numeric=-1.052256e-02 formula=-1.052256e-02; a=0.1260159 Eh a0
  d=2.2022e-03 1/a0: E=-3.249093e-04 law=-2.775082e-04 Eh ratio=1.170810
  d=2.2022e-04 1/a0: E=-2.915991e-05 law=-2.775082e-05 Eh ratio=1.050776
  d=2.2022e-05 1/a0: E=-2.818726e-06 law=-2.775082e-06 Eh ratio=1.015727
  d=2.2022e-06 1/a0: E=-2.788791e-07 law=-2.775082e-07 Eh ratio=1.004940
  local exponent of E=1.0046, of (ratio-1)=0.503
  sqrt coefficient=3.31849 a0^0.5; d/lam_c=1e-6: ratio-1=1.55882e-03 formula=1.55728e-03
  d/lam_c=1e-2, 1e-3 corrected ratio=1.15573, 1.04925
  E at d/lam_c=1e-2: -8.8412 meV
3d: g_c=21.89498446 lam_c RK4=0.091345121 Galerkin=0.091345121 1/a0
  B=0.2242779 I=8.8259444e-04 J=8.8259444e-04 N=3.9771405e-03
  dA/dg numeric=-7.870542e-04 formula=-7.870542e-04; a=0.2219168 Eh a0
  d=9.1345e-04 1/a0: E=-2.096619e-04 law=-2.027102e-04 Eh ratio=1.034294
  d=9.1345e-05 1/a0: E=-2.035356e-05 law=-2.027102e-05 Eh ratio=1.004072
  d=9.1345e-06 1/a0: E=-2.027983e-06 law=-2.027102e-06 Eh ratio=1.000435
  d=9.1345e-07 1/a0: E=-2.027192e-07 law=-2.027102e-07 Eh ratio=1.000044
  local exponent of E=1.0002, of (ratio-1)=0.990
verified
```
